# Image Interactions and Charge States of an Impurity in a Metal

**Question.** A charged defect in an insulator can be computed in a periodic cell, with a uniform background that makes the cell neutral. The defect then interacts with its own images, and the energy error falls only as \(1/L\) with the cell side \(L\). A Madelung correction removes this \(1/L\) term. If the host is a metal, how does the image interaction depend on \(L\), and what does the charge assigned to the cell still mean?

**Answer.**

## The mechanism

In an insulator an electron removed from a defect level leaves a charge that the host can polarise around but cannot cancel. In a metal there are empty and filled states at the Fermi level. Electrons flow towards a positive impurity until its field is cancelled at a distance, and the images then have little field left to act on.

The same electrons decide what happens when the cell is given a charge. If one electron is removed and a uniform negative background is added to keep the cell neutral, the electron is taken from the top of the Fermi sea. The question is how much of it comes from the neighbourhood of the impurity. Thomas-Fermi theory answers this with short algebra.

## The model

Gaussian units are used, with \(e>0\) and electron charge \(-e\). A metal of electron density \(n_0\) has a rigid, uniform positive background of charge density \(en_0\). A fixed point charge \(Ze\) is placed once in each cubic cell of volume \(\Omega=L^3\). The ions do not relax, the temperature is zero, and electrons near the impurity exchange freely with the rest of the metal. Exchange and correlation energies are left out throughout.

The number \(Q\) is the charge label of the cell: \(Q\) electrons are removed from the neutral cell, and a background density \(-Qe/\Omega\) restores neutrality. For \(Q>0\) this compensating background is negative, since removing electrons leaves a positive charge.

The total charge density, apart from the neutral host, is

\[
\rho=Ze\,\delta(\mathbf r)-e\,\delta n(\mathbf r)-\frac{Qe}{\Omega},
\qquad \int_\Omega\delta n\,d^3r=Z-Q ,
\]

where \(\delta n\) is the change in electron density and the integral follows from neutrality.

In Thomas-Fermi theory the kinetic energy is that of a locally uniform gas. Its chemical potential is \(\hbar^2(3\pi^2n)^{2/3}/2m\), equal to \(\mu_0=E_F\) at \(n_0\). Differentiation gives \(d\mu/dn=2E_F/3n_0\), so the density of states per volume is

\[
D=\frac{dn}{d\mu}=\frac{3n_0}{2E_F}.
\]

To second order in \(\delta n\), the energy of a cell relative to the clean metal is

\[
E-E_0=\int_\Omega\left[\mu_0\,\delta n+\frac{(\delta n)^2}{2D}\right]d^3r
+\frac12\int_\Omega\rho\,\phi\,d^3r ,
\]

without the infinite self-energy of the bare point charge. The potential \(\phi\) is defined to have zero average over the cell. Since the cell is neutral, this choice does not affect the energy.

## The potential does not contain \(Q\)

Minimise the energy at fixed electron number, with multiplier \(\mu=\mu_0+\delta\mu\). The electrostatic term varies by \(-e\phi\) per added electron, so

\[
\mu_0+\frac{\delta n}{D}-e\phi=\mu
\quad\Rightarrow\quad
\delta n=D(\delta\mu+e\phi).
\]

Integrating over the cell, where \(\phi\) averages to zero, gives \(\delta\mu=(Z-Q)/(D\Omega)\). Hence

\[
\delta n=\frac{Z-Q}{\Omega}+eD\phi .
\]

Insert this in \(\rho\). The uniform terms are \(-(Z-Q)e/\Omega\) from the electrons and \(-Qe/\Omega\) from the background, and their sum is \(-Ze/\Omega\). With \(k^2=4\pi e^2D\), Poisson's equation \(-\nabla^2\phi=4\pi\rho\) becomes

\[
(-\nabla^2+k^2)\phi=4\pi Ze\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\right].
\]

The label \(Q\) has dropped out. Within linear response, the field around the impurity is the same for every \(Q\).

The function \(e^{-kr}/r\) solves \((-\nabla^2+k^2)f=4\pi\delta(\mathbf r)\), and a constant \(c\) gives \(k^2c\). Therefore

\[
\phi=Ze\sum_{\mathbf R}\frac{e^{-k|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}-\frac{4\pi Ze}{k^2\Omega}.
\]

Substitution into \(\delta n\), with \(4\pi e^2D/k^2=1\), gives

\[
\delta n=\frac{Zk^2}{4\pi}\sum_{\mathbf R}\frac{e^{-k|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}-\frac Q\Omega .
\]

Each cloud holds \(Zk^2\int_0^\infty r e^{-kr}dr=Z\) electrons. The \(Q\) removed electrons come uniformly from the whole cell, so the part taken from any fixed region around the impurity vanishes as \(1/\Omega\).

## The energy

Use \(\delta n=(Z-Q)/\Omega+eD\phi\) in the two quadratic terms. Cross terms vanish because \(\phi\) averages to zero:

\[
\int_\Omega\frac{(\delta n)^2}{2D}d^3r=\frac{(Z-Q)^2}{2D\Omega}+\frac{e^2D}{2}\int_\Omega\phi^2d^3r,
\]

\[
\frac12\int_\Omega\rho\phi\,d^3r=\frac{Ze}{2}\phi_{\rm reg}(0)-\frac{e^2D}{2}\int_\Omega\phi^2d^3r .
\]

Here \(\phi_{\rm reg}(0)\) is the limit of \(\phi-Ze/r\) at the impurity. The integrals of \(\phi^2\) cancel in the sum. Since \((e^{-kr}-1)/r\to-k\),

\[
\phi_{\rm reg}(0)=-Zek+Ze\sum_{\mathbf R\ne0}\frac{e^{-kR}}{R}-\frac{4\pi Ze}{k^2\Omega}.
\]

The last term contributes \(-2\pi Z^2e^2/(k^2\Omega)=-Z^2/(2D\Omega)\) to the energy. Combined with \((Z-Q)^2/(2D\Omega)\), it leaves

\[
E(Q)-E_0=\mu_0(Z-Q)-\frac{Z^2e^2k}{2}
+\frac{Z^2e^2}{2}\sum_{\mathbf R\ne0}\frac{e^{-kR}}{R}
+\frac{Q^2-2ZQ}{2D\Omega}.
\]

For \(Q=0\) the last term is zero. The first two terms belong to an isolated impurity, and the sum is the whole finite-size error. Its leading part comes from six neighbours at distance \(L\) and equals \(3Z^2e^2e^{-kL}/L\). This is the exponential law.

## What the charge label means

The formation energy of a defect labelled \(Q\) contains \(E(Q)+Q\mu\), because the removed electrons go to a reservoir at the Fermi level \(\mu\). In an insulator \(\mu\) can move through the gap, and different charge states are stable in different ranges. In a metal \(\mu\) is fixed at \(\mu_0\), and

\[
E(Q)-E(0)+Q\mu_0=\frac{Q^2-2ZQ}{2D\Omega}\longrightarrow0 .
\]

All labels give the same formation energy and the same local electron density in a large cell. They describe one defect. The ionic charge \(Z\) keeps its meaning, since it says which impurity is present; \(Q\) counts electrons removed from the metal. The conclusion requires free exchange of electrons and does not cover a level that is decoupled from the metal.

The remaining \(1/\Omega\) term is not an image interaction. In the \(Q=0\) cell the Fermi level, measured from the average potential, is \(\mu_{\rm cell}=\mu_0+Z/(D\Omega)\). With this level as reference,

\[
E(Q)-E(0)+Q\mu_{\rm cell}=\frac{Q^2}{2D\Omega}.
\]

This is the cost of emptying \(Q\) states from a band with \(D\Omega\) states per unit energy.

## Where the Madelung term has gone

Set \(Q=Z\). The filling term \((Z-Q)^2/(2D\Omega)\) is then zero and \(E-E_0=\tfrac12Ze\,\phi_{\rm reg}(0)\). With \(\kappa=kL\) and integer vectors \(\mathbf n\),

\[
E-E_0=-\frac{Z^2e^2}{2L}\left[\kappa+\frac{4\pi}{\kappa^2}-\sum_{\mathbf n\ne0}\frac{e^{-\kappa n}}{n}\right].
\]

If the electrons cannot respond, \(k\to0\), and the equation for \(\phi\) describes bare point charges in a uniform background. The bracket then tends to the cubic Madelung constant \(\alpha=2.8373\), a value obtained by Ewald summation. The energy is \(-\alpha Z^2e^2/2L\), and the Madelung correction adds \(+\alpha Q^2e^2/2L\), divided by the dielectric constant of the insulator.

For \(\kappa\gg1\), the first term in the bracket gives \(-Z^2e^2k/2\), which does not depend on \(L\). The second gives a term in \(1/L^3\), and the sum is exponentially small. No \(1/L\) term remains to be corrected. In terms of a dielectric function, Thomas-Fermi theory has \(\varepsilon(q)=1+k^2/q^2\), which diverges as \(q\to0\), so the dielectric constant that divides the Madelung term is infinite.

## Numbers for a model metal

Take \(n_0=0.10\ \text{Å}^{-3}\) and \(Z=1\), with \(e^2=14.40\) eV Å and \(\hbar^2/m=7.620\) eV Å\(^2\). Then

\[
k_F=(3\pi^2n_0)^{1/3}=1.436\ \text{Å}^{-1},\qquad
E_F=\tfrac12(7.620)(1.436)^2=7.86\ \text{eV},
\]

\[
D=\frac{0.30}{2(7.856)}=0.0191\ \text{eV}^{-1}\text{Å}^{-3},\qquad
k=\sqrt{4\pi(14.40)(0.01909)}=1.86\ \text{Å}^{-1}.
\]

The screening length is \(1/k=0.54\) Å. At \(L=8\) Å, \(kL=14.87\), and one neighbour contributes a pair energy \(e^2e^{-kL}/L=6.27\times10^{-7}\) eV. Half of six such pairs is \(1.88\times10^{-6}\) eV; the full lattice sum is \(1.89\times10^{-6}\) eV. The Madelung correction for \(Q=1\), with no dielectric constant, would be \(2.8373(14.40)/16=2.55\) eV. The filling term is \(1/(2D\Omega)=0.051\) eV.

| \(L\) (Å) | Image energy (eV) | Madelung (eV) | Filling (eV) |
|---|---|---|---|
| 4 | \(6.8\times10^{-3}\) | 5.11 | 0.409 |
| 8 | \(1.9\times10^{-6}\) | 2.55 | 0.051 |
| 12 | \(7.4\times10^{-10}\) | 1.70 | 0.015 |

Adding the Madelung term would introduce an error of electronvolts that decays slowly, in place of an image energy that is already negligible in this model. These numbers omit exchange and correlation, which are not small at this density (\(r_s\approx2.5\) bohr). Local exchange alone lowers \(d\mu/dn\) from 52 to 30 eV Å\(^3\), which turns the filling term at 8 Å into 0.030 eV and \(k\) into 2.44 Å\(^{-1}\); the dependence on \(L\) keeps its form.

## When the impurity is not weak

Linear response fails close to a charge with \(Z=1\), where \(e\phi\) exceeds \(E_F\). The full Thomas-Fermi density is \(n=n_0(1+\psi/\mu_0)^{3/2}\), with \(\psi=\mu+e\phi-\mu_0\). Far from the impurity \(\psi\) is small, the linear equation returns, and the decay constant is again \(k\).

The amplitude changes. For \(Q=0\), let \(\psi_L\) be the linear solution for the same impurity. Subtracting the two Poisson equations gives

\[
(-\nabla^2+k^2)(\psi_L-\psi)=4\pi e^2\,[\,n-n_0-D\psi\,]\ge0 .
\]

The right side is not negative because the \(3/2\) power lies above its tangent. The solution is an integral of this source with the positive kernel \(e^{-kr}/4\pi r\), so \(\psi\le\psi_L\). For \(Z>0\), \(\psi\) is also not negative: at a negative minimum \(n<n_0\) would make \(-\nabla^2\psi>0\), whereas a minimum needs \(\nabla^2\psi\ge0\). Hence \(0\le\psi\le\psi_L\), and the nonlinear tail is weaker.

To obtain numbers, the full functional was minimised on a periodic grid, with Poisson's equation solved by Fourier transform. The impurity was a Gaussian charge of width \(\sigma=1/(2k)=0.27\) Å. In linear theory two such charges have the factor \(e^{-q^2\sigma^2}\) in their interaction. At the pole \(q^2=-k^2\), which sets the tail for \(R\gg\sigma\), this factor is \(e^{k^2\sigma^2}\), and it multiplies the image energy.

For \(kL=6\), 8 and 10, the neutral-cell energy lies \(3.7\times10^{-2}\), \(3.5\times10^{-3}\) and \(3.7\times10^{-4}\) eV above that of a reference cell with \(kL=16\). These are 0.76, 0.77 and 0.77 of the linear image energies. For this width the image energy is about a quarter below its linear value; the size of the reduction depends on the width and is larger for a narrower charge. Since the ratio hardly changes with \(L\), the exponential law holds over this range.

Removing one electron from the cell with \(L=6.46\) Å costs 0.0968 eV relative to the cell's own Fermi level. The formula \(1/(2D\Omega)\) gives 0.0973 eV, and the Madelung correction would be 3.16 eV. Of the removed electron, 0.055 comes from within 1.5 Å of the impurity. Uniform removal would take 0.053. The impurity has not been ionised.

Relative to the bulk level \(E_F\), the same energy is \(-0.077\) eV, against the linear value \(-1/(2D\Omega)=-0.097\) eV. The reason is the shift of the cell's Fermi level. The inequality above, integrated over the cell, gives \(D\int\psi\,d^3r\le Z\), so the shift is at most its linear value \(Z/(D\Omega)\). It is 0.174 eV here, against 0.195 eV.

## When the exponential law fails

Thomas-Fermi theory treats the gas as locally uniform and misses the sharp Fermi surface. First-order perturbation theory for free electrons includes it. A potential energy \(-e\phi_q\) of wavevector \(q\) mixes a state \(\mathbf p\) with \(\mathbf p\pm\mathbf q\). These two terms and two spins give a factor 4:

\[
\delta n_q=4e\phi_q\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\frac{1}{\epsilon_{\mathbf p+\mathbf q}-\epsilon_{\mathbf p}},
\]

taken as a principal value. With \(\epsilon_{\mathbf p+\mathbf q}-\epsilon_{\mathbf p}=(\hbar^2/2m)(q^2+2\mathbf p\cdot\mathbf q)\), the angular integral leaves

\[
\delta n_q=e\phi_q\,\frac{m}{\pi^2\hbar^2q}\int_0^{k_F}p\,\ln\left|\frac{q+2p}{q-2p}\right|dp .
\]

Put \(p=qs/2\) and \(x=q/2k_F\). An antiderivative of \(s\ln|(1+s)/(1-s)|\) is \(s+\tfrac12(s^2-1)\ln|(1+s)/(1-s)|\). Evaluating it at \(s=1/x\), and using \(D=mk_F/\pi^2\hbar^2\), gives \(\delta n_q=eD F(x)\phi_q\) with

\[
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|,\qquad
\varepsilon(q)=1+\frac{k^2}{q^2}F(x).
\]

As \(q\to0\), \(F\to1\) and Thomas-Fermi screening returns, so there is still no Coulomb tail and no \(1/L\) term. But \(F\) is singular at \(q=2k_F\). The potential of one impurity is

\[
\phi(r)=\frac{2Ze}{\pi r}\int_0^\infty\frac{\sin qr}{q\,\varepsilon(q)}\,dq .
\]

Let \(y=q-2k_F\). Near \(y=0\) the singular part of \(F\) is \((y/4k_F)\ln|y|\), so that of \(1/(q\varepsilon)\) is \(-Cy\ln|y|\), with

\[
C=\frac{k^2}{32k_F^4\varepsilon_0^2},\qquad \varepsilon_0=\varepsilon(2k_F)=1+\frac{k^2}{8k_F^2}.
\]

The Fourier integral of \(1/y\) is \(i\pi\) for \(r>0\). Integration by parts then gives \(-\pi/r\) for \(\ln|y|\), and applying \(-i\,d/dr\) gives \(-i\pi/r^2\) for \(y\ln|y|\). The singularity therefore adds \(\pi C\cos(2k_Fr)/r^2\) to the integral, and at large \(r\)

\[
\phi(r)\simeq\frac{Ze\,k^2}{16k_F^4\varepsilon_0^2}\,\frac{\cos 2k_Fr}{r^3}.
\]

These are Friedel oscillations. For the model metal the amplitude of the pair energy is 0.50 eV Å\(^3\). Numerical integration over \(q\) gives pair energies of \(2.4\times10^{-3}\), \(-6.6\times10^{-4}\) and \(-2.8\times10^{-4}\) eV at 4, 8 and 12 Å. Thomas-Fermi theory gives \(2.1\times10^{-3}\), \(6.3\times10^{-7}\) and \(2.5\times10^{-10}\) eV. The closeness at 4 Å depends on the phase of the oscillation: the envelope of the asymptotic form there, \(0.50/4^3=7.8\times10^{-3}\) eV, already exceeds the Thomas-Fermi value. At 8 Å the Lindhard pair value is about a thousand times larger in magnitude. A local exchange kernel would raise the amplitude from 0.50 to about 0.73 eV Å\(^3\).

The nearest neighbours no longer give the image energy of the cell, because an oscillating \(1/R^3\) tail collects comparable contributions from distant shells. The full sum, done in reciprocal space, is \(-6.9\times10^{-3}\), \(-1.9\times10^{-5}\) and \(-1.6\times10^{-3}\) eV per cell at \(L=4\), 8 and 12 Å, whereas three nearest pairs give \(7.3\times10^{-3}\), \(-2.0\times10^{-3}\) and \(-8.5\times10^{-4}\) eV. For \(L\) from 4 to 25 Å, \(L^3\) times the image energy changes sign irregularly and stays within about \(\pm4\) eV Å\(^3\).

The exponential law is thus a result of Thomas-Fermi screening, and a sharp Fermi surface replaces it by an oscillating pair interaction of order \(1/L^3\). The argument about charge survives this change. In linear response \(Q\) enters the uniform component alone, while the field of the impurity is built from the components with \(q\ne0\). A Madelung correction still has no \(1/L\) error to remove.
